# Frequency response of layered solids in Gaussian-beam thermoreflectance

## What goes wrong in one dimension

A modulated laser, the pump, heats the surface of a layered solid, and a second laser, the probe, reads the surface temperature through the reflectance. A property of a buried film is inferred by matching a calculated phase to the measured one, so an error in the calculation becomes an error in the property.

Take a 100 nm transducer on a 500 nm film on a substrate, with spot radii of a few micrometres and 1 MHz modulation. If heat is assumed to flow only downwards, the calculated phase is \(-43.0^\circ\) and the amplitude 5.00 K per milliwatt. With the same beam profiles but lateral flow included, they are \(-26.5^\circ\) and 2.83 K. The phase error is 16 degrees, whereas a 1% change in the film's through-plane conductivity moves the phase by only about 0.08 degrees (stage 5). The full response is built here from the one-dimensional case, one ingredient at a time.

## Stage 1: uniform heating of a half-space

All quantities are in SI units, since no electromagnetic quantity enters. The solid obeys Fourier's law with constant properties: in-plane conductivity \(k_r\), through-plane conductivity \(k_z\), heat capacity per volume \(C\). Depth \(z\) increases downwards from the surface \(z=0\).

Pump power cannot be negative, so a real pump has a steady part plus a modulated part. The equations are linear, so the modulated part can be treated alone. It is written with the factor \(e^{i\omega t}\), \(\omega=2\pi f\); a lagging temperature then has a negative phase.

For a uniform surface flux of amplitude \(F\), the temperature amplitude obeys \(k_zT''=i\omega C\,T\). The decaying solution is \(T=T_0e^{-qz}\) with

\[
q=\sqrt{\frac{i\omega C}{k_z}}=\frac{1+i}{\delta},\qquad
\delta=\sqrt{\frac{2k_z}{\omega C}}=\sqrt{\frac{k_z}{\pi fC}} .
\]

The surface flux is \(F=-k_zT'(0)=k_zqT_0\), hence

\[
\frac{T_0}{F}=\frac1{k_zq}=\frac{1}{\sqrt{i\omega Ck_z}} .
\]

The phase is \(-45^\circ\) at every frequency, and the amplitude falls as \(\omega^{-1/2}\).

## Stage 2: lateral flow

For a source symmetric about the \(z\) axis,

\[
i\omega C\,T=\frac{k_r}{r}\frac{\partial}{\partial r}\!\left(r\frac{\partial T}{\partial r}\right)+k_z\frac{\partial^2T}{\partial z^2}.
\]

Define the Hankel transform and its inverse by

\[
\theta(\kappa,z)=\int_0^\infty T\,J_0(\kappa r)\,r\,dr,\qquad
T(r,z)=\int_0^\infty\theta\,J_0(\kappa r)\,\kappa\,d\kappa .
\]

In the radial term the factor \(r\) of the measure cancels \(1/r\). Two integrations by parts give

\[
\int_0^\infty\!\partial_r(r\,\partial_rT)J_0\,dr
=\Big[r(\partial_rT)J_0-rT\,\partial_rJ_0\Big]_0^\infty
+\int_0^\infty\! T\,\partial_r(r\,\partial_rJ_0)\,dr .
\]

The bracket vanishes at \(r=0\) because of the factor \(r\), and at infinity because \(T\) decays. Bessel's equation, \(\partial_r(r\,\partial_rJ_0(\kappa r))=-\kappa^2rJ_0(\kappa r)\), turns the last integral into \(-\kappa^2\theta\). Therefore

\[
\theta''=q^2\theta,\qquad q^2=\frac{k_r\kappa^2+i\omega C}{k_z},\qquad \mathrm{Re}\,q>0 .
\]

This is the equation of stage 1 with \(i\omega C\) replaced by \(k_r\kappa^2+i\omega C\): at radial wavenumber \(\kappa\), lateral conduction drains heat alongside storage. Let \(f=-k_z\theta'\) be the transformed downward flux. The surface impedance \(Z=\theta(0)/f(0)\) of a half-space is

\[
Z=\frac1{k_zq}=\frac1{\sqrt{k_z(k_r\kappa^2+i\omega C)}} .
\]

At \(\kappa=0\) it returns the result of stage 1.

## Stage 3: Gaussian pump and probe

Let the pump have \(1/e^2\) intensity radius \(w_0\) and absorbed power amplitude \(P_1\), with all absorption in the surface plane:

\[
p(r)=\frac{2P_1}{\pi w_0^2}e^{-2r^2/w_0^2}.
\]

Its transform needs \(I(\kappa)=\int_0^\infty e^{-ar^2}J_0(\kappa r)\,r\,dr\). Differentiate, using \(J_0'=-J_1\), and write \(re^{-ar^2}=-\frac1{2a}\partial_re^{-ar^2}\):

\[
\frac{dI}{d\kappa}=-\int_0^\infty rJ_1(\kappa r)\,re^{-ar^2}dr
=-\frac1{2a}\int_0^\infty e^{-ar^2}\,\partial_r\big[rJ_1(\kappa r)\big]dr .
\]

The boundary term of this integration by parts is zero at both ends. Since \(\partial_r[rJ_1(\kappa r)]=\kappa rJ_0(\kappa r)\), the right side is \(-\kappa I/(2a)\). With \(I(0)=1/(2a)\),

\[
I(\kappa)=\frac1{2a}e^{-\kappa^2/(4a)} .
\]

Setting \(a=2/w_0^2\) gives \(I=\frac{w_0^2}{4}e^{-\kappa^2w_0^2/8}\), and the transformed pump is

\[
\hat p(\kappa)=\frac{2P_1}{\pi w_0^2}\,\frac{w_0^2}{4}\,e^{-\kappa^2w_0^2/8}
=\frac{P_1}{2\pi}e^{-\kappa^2w_0^2/8}.
\]

The surface temperature is \(T(r)=\int_0^\infty Z\hat p\,J_0(\kappa r)\,\kappa\,d\kappa\). If the reflectance change is proportional to the surface temperature, the probe reports the average of \(T\) weighted by its own normalized intensity:

\[
\langle T\rangle=\int_0^\infty\frac{2}{\pi w_1^2}e^{-2r^2/w_1^2}\,T(r)\,2\pi r\,dr .
\]

The Gaussian factors allow the integrals to be exchanged. The radial one is \(\frac{4}{w_1^2}\cdot\frac{w_1^2}{4}e^{-\kappa^2w_1^2/8}\), so \(\langle T\rangle=P_1H(\omega)\) with

\[
\boxed{H(\omega)=\frac1{2\pi}\int_0^\infty\kappa\,Z(\kappa,\omega)\,e^{-\kappa^2W^2/8}\,d\kappa,\qquad W^2=w_0^2+w_1^2 .}
\]

The spots enter through \(W\) alone: exchanging pump and probe radii changes nothing.

### Both frequency limits of the half-space

A real-space form shows the two limits together. Let \(\sigma=\sqrt{i\omega C/k_r}\) with \(\mathrm{Re}\,\sigma>0\). Then \(Z=1/(\sqrt{k_rk_z}\sqrt{\kappa^2+\sigma^2})\). Writing \(J_0\) as an angular average of exponentials gives

\[
\int_0^\infty e^{-\sigma\rho}J_0(\kappa\rho)\,d\rho
=\frac1\pi\int_0^\pi\frac{d\varphi}{\sigma-i\kappa\cos\varphi}
=\frac1{\sqrt{\sigma^2+\kappa^2}} .
\]

Insert this into \(H\) and do the \(\kappa\) integral with the Gaussian formula, now with \(a=W^2/8\) and the roles of \(\kappa\) and \(\rho\) exchanged:

\[
\int_0^\infty\kappa\,e^{-\kappa^2W^2/8}J_0(\kappa\rho)\,d\kappa=\frac4{W^2}e^{-2\rho^2/W^2},
\]

\[
H=\frac{2}{\pi W^2\sqrt{k_rk_z}}\int_0^\infty e^{-2\rho^2/W^2-\sigma\rho}\,d\rho .
\]

This is the point-source temperature \(e^{-\sigma\rho}/(2\pi\sqrt{k_rk_z}\,\rho)\) averaged over pump-probe separations \(\rho\). It agrees with numerical integration over \(\kappa\) at 10 kHz, 1 MHz and 100 MHz.

When \(|\sigma|W\ll1\), the integral tends to \(\frac W2\sqrt{\pi/2}\), and

\[
H(0)=\frac1{W\sqrt{2\pi k_rk_z}} .
\]

With \(k_r=10\) and \(k_z=2\) W/(m K), \(W=5\) µm and 1 mW, this is \(10^{-3}/(5\times10^{-6}\times11.21)=17.8\) K. The steady limit contains the product \(k_rk_z\), so it cannot separate the two conductivities.

When \(|\sigma|W\gg1\), the integral tends to \(1/\sigma\), and \(H\to2/(\pi W^2\sqrt{i\omega Ck_z})\). This is stage 1 with the effective flux \(2P_1/(\pi W^2)\); \(k_r\) has dropped out.

## Stage 4: layers and interfaces

In a layer of thickness \(d\), put \(\theta=a\cosh qz+b\sinh qz\), with \(z\) measured from its top. The top values fix \(a=\theta_t\) and \(b=-f_t/(k_zq)\). Evaluating \(\theta\) and \(-k_z\theta'\) at \(z=d\) gives

\[
\begin{pmatrix}\theta_b\\ f_b\end{pmatrix}=
\begin{pmatrix}\cosh qd&-\dfrac{\sinh qd}{k_zq}\\[2mm]-k_zq\sinh qd&\cosh qd\end{pmatrix}
\begin{pmatrix}\theta_t\\ f_t\end{pmatrix}.
\]

An interface of conductance \(G\) carries the flux \(f=G(\theta_{\rm above}-\theta_{\rm below})\) and stores no heat. Dividing by \(f\), which is continuous, gives

\[
Z_{\rm above}=Z_{\rm below}+\frac1G .
\]

For the layer, set \(y=k_zq\) and suppose that \(\theta_b=Z_bf_b\) is known. Then

\[
\theta_t\cosh qd-\frac{f_t}{y}\sinh qd=Z_b\left(-y\,\theta_t\sinh qd+f_t\cosh qd\right).
\]

Collect \(\theta_t\) on the left and \(f_t\) on the right, then divide by \(\cosh qd\):

\[
Z_t=\frac{Z_b+t/y}{1+y\,Z_b\,t},\qquad t=\tanh qd .
\]

Start with \(Z=1/(k_zq)\) for the semi-infinite substrate and work upwards. The value at the surface goes into \(H\). This form contains no growing exponentials. As \(d\to0\), \(t\to0\) and \(Z_t=Z_b\). For a layer much thicker than the penetration depth, \(t\to1\) and

\[
Z_t\to\frac{Z_b+1/y}{1+yZ_b}=\frac1y :
\]

what lies below has become invisible.

A thin layer gives a second useful limit. For \(|qd|\ll1\), \(t\simeq qd\), so \(t/y\simeq d/k_z\) and \(yt\simeq k_zq^2d\):

\[
Z_t\simeq\frac{Z_b+d/k_z}{1+Z_b\,(k_r\kappa^2+i\omega C)\,d} .
\]

The numerator adds the layer's thermal resistance. The denominator describes a parallel path: heat is carried sideways through the layer or stored in it.

### One wavenumber by hand

The example uses round model parameters.

| layer | \(d\) (nm) | \(k_r,\ k_z\) (W/(m K)) | \(C\) (MJ/(m³ K)) |
|---|---|---|---|
| transducer | 100 | 200, 200 | 2.5 |
| film | 500 | 10, 2 | 1.5 |
| substrate | ∞ | 50, 50 | 2.0 |

The upper interface has \(G=100\) MW/(m² K), the lower one 200. The spots are \(w_0=4\) µm and \(w_1=3\) µm, so \(W=5\) µm, and \(P_1=1\) mW.

Take \(\kappa=0.40\) rad/µm at 1 MHz, with impedances in \(10^{-9}\) m² K/W. The substrate gives \(32.12-17.63i\). The lower interface adds \(1/G=5\), making \(37.12-17.63i\). The film raises this to \(203.57-95.40i\), and the upper interface adds 10, making \(213.57-95.40i\).

For the transducer the thin-layer form suffices. Lateral conduction contributes \(k_r\kappa^2d=200\times1.6\times10^{11}\times10^{-7}=3.2\times10^6\) W/(m² K), and storage contributes \(\omega Cd=1.57\times10^6\). Thus

\[
Z_t\simeq\frac{214.07-95.40i}{1+(0.21357-0.09540i)(3.2+1.57i)}
\simeq\frac{214.07-95.40i}{1.833+0.030i}\simeq115.9-53.9i .
\]

The full recursion gives \(115.92-53.95i\). At this wavenumber the metal layer nearly halves the impedance, and sideways conduction is the larger of its two contributions.

### Direct check of the layered response

The original equation in \(r\) and \(z\) was also solved on a finite-volume grid for this stack at 1 MHz, without a Hankel transform, and the surface temperature was averaged over the probe. The largest difference, relative to the integral formula, is \(3.3\times10^{-3}\) on a coarse grid and \(8\times10^{-4}\) on one twice as fine. The fourfold fall is what a second-order discretization error would give. Two equal spots with the same \(W\) agree with the formula to \(6\times10^{-4}\), which tests the claim that \(W\) alone matters.

## Stage 5: when is one dimension enough?

If \(Z\) hardly varies over the wavenumbers admitted by the Gaussian, it can be replaced by \(Z(0,\omega)\). Since \(\int_0^\infty\kappa e^{-\kappa^2W^2/8}d\kappa=4/W^2\),

\[
H\to\frac{2Z(0,\omega)}{\pi W^2}.
\]

The mean of \(\kappa^2\) under the weight \(\kappa e^{-\kappa^2W^2/8}\) is \(8/W^2\). Lateral drainage is therefore small compared with storage in a given layer when

\[
\frac{8k_r}{W^2\omega C}\ll1 .
\]

If this holds in every layer that the heat reaches, the relative error of the complex one-dimensional response is at most of the order of the largest of these ratios. How small is small enough depends on the use: a relative error of 0.002 can already be \(0.1^\circ\) of phase. The condition is sufficient, not necessary: a layer that hardly affects \(Z\) may violate it. At 10 MHz the ratio is 0.03 in the film, 0.13 in the substrate and 0.41 in the transducer. A small penetration depth in the film, here 0.21 µm, therefore does not by itself justify the one-dimensional model.

| \(f\) (MHz) | full: K, deg | 1D: K, deg |
|---|---|---|
| 0.1 | 3.66, −6.1 | 8.81, −20.8 |
| 1 | 2.83, −26.5 | 5.00, −43.0 |
| 10 | 0.887, −57.8 | 0.997, −67.9 |

The error of the complex one-dimensional response, relative to the full one, is 1.46, 0.86 and 0.22 at these frequencies. It is 0.004 at 1 GHz, where the transducer ratio is also 0.004; even there the one-dimensional phase is off by about \(0.2^\circ\), and at 100 MHz, where no ratio exceeds 0.04, by about \(2^\circ\). At 10 MHz the amplitude is already within about 12%, while the phase is still wrong by 10 degrees.

### What the phase can determine

Frequency-domain thermoreflectance fits \(\arg H\). The derivative of the phase with respect to the logarithm of a parameter measures how strongly that parameter is constrained. In degrees:

| \(f\) (MHz) | film \(k_r\) | film \(k_z\) | upper \(G\) |
|---|---|---|---|
| 0.1 | 0.15 | 0.23 | −0.10 |
| 1 | 0.80 | 8.25 | −0.40 |
| 10 | 0.30 | 4.21 | −1.00 |

Suppose the phase is known to \(0.1^\circ\) at 1 MHz and all other parameters are known. Then \(k_z\) is fixed to about \(0.1/8.25=1.2\%\), but \(k_r\) only to about \(0.1/0.80=12\%\). For this stack and these spots, the phase at 1 MHz therefore constrains the film's through-plane conductivity about ten times as strongly as its in-plane conductivity. The assumption that everything else is known matters: a 1% error in the film thickness, in \(W\) or in the transducer's heat capacity moves the phase by more than a 1% change in \(k_z\) does.

## Stage 6: displaced beams

Let the probe centre be displaced by \(x_0\). Write \(J_0(\kappa r)\) as the average of \(e^{i\boldsymbol\kappa\cdot\mathbf r}\) over the directions of \(\boldsymbol\kappa\), and put \(\mathbf r=\mathbf x_0+\mathbf s\). The average over the probe coordinate \(\mathbf s\) gives \(e^{i\boldsymbol\kappa\cdot\mathbf x_0}e^{-\kappa^2w_1^2/8}\), and the average over directions then gives \(J_0(\kappa x_0)\). Hence

\[
H(\omega,x_0)=\frac1{2\pi}\int_0^\infty\kappa\,Z\,e^{-\kappa^2W^2/8}J_0(\kappa x_0)\,d\kappa .
\]

In the one-dimensional limit \(Z\) comes out of the integral, and the signal falls by the beam overlap \(e^{-2x_0^2/W^2}\) with no change of phase. For \(x_0=3\) µm that factor is \(e^{-0.72}=0.49\). The full response at 1 MHz falls from 2.83 to 1.81 K, a factor of 0.64, and its phase moves from \(-26.5^\circ\) to \(-31.3^\circ\). Both departures from the overlap law are due to lateral flow, since without it \(Z\) would not depend on \(\kappa\). The finite-volume comparison included this displaced case.

## Stage 7: pulsed pump and probe

In time-domain thermoreflectance both beams are pulse trains of period \(T_s\), with \(\omega_s=2\pi/T_s\), and each probe pulse arrives a delay \(0<\tau<T_s\) after a pump pulse. The pump energies are modulated at \(\omega_0<\omega_s/2\), so that the detected line at \(\omega_0\) is separate from its mirror line at \(\omega_s-\omega_0\).

Let \(h(t)\) be the probe-averaged temperature after a pulse of unit energy, so that \(H(\omega)=\int_0^\infty h(t)e^{-i\omega t}dt\). The modulated part of pump pulse \(n\) has energy \(P_1T_se^{i\omega_0nT_s}\). Probe pulse \(p\) sees the sum over all \(n\le p\). Refer the lock-in phase to the probe arrival time by multiplying by \(e^{-i\omega_0(pT_s+\tau)}\), and set \(j=p-n\):

\[
V(\tau)=P_1T_s\sum_{j=0}^\infty h(jT_s+\tau)\,e^{-i\omega_0(jT_s+\tau)} .
\]

Since \(h=0\) for negative times, the sum may run over all integers \(j\), and it is then periodic in \(\tau\). Its \(m\)th Fourier coefficient is

\[
\frac1{T_s}\int_{-\infty}^{\infty}h(t)e^{-i\omega_0t}e^{-im\omega_st}\,dt=\frac{H(\omega_0+m\omega_s)}{T_s},
\]

because the integrals over successive periods join into one over all times. Therefore

\[
V(\tau)=P_1\sum_{m=-\infty}^{\infty}H(\omega_0+m\omega_s)\,e^{im\omega_s\tau}.
\]

Finite Gaussian pulses smooth \(h\) over the rms width \(s\) of the pump-probe correlation, which multiplies \(H(\omega)\) by \(e^{-\omega^2s^2/2}\) and makes the sum converge quickly. Both \(\tau\) and \(T_s-\tau\) must be several times \(s\), so that the probe pulse overlaps neither the preceding pump pulse nor the next one.

**Half-space limit.** Write \(Z=1/\big(\sqrt{k_zC}\sqrt{k_r\kappa^2/C+i\omega}\big)\). The function of time with transform \(1/\sqrt{b+i\omega}\) is \(e^{-bt}/\sqrt{\pi t}\). The remaining integral over \(\kappa\) is

\[
\frac1{2\pi}\int_0^\infty\kappa\,e^{-\kappa^2(W^2/8+k_rt/C)}d\kappa=\frac{2}{\pi(W^2+8k_rt/C)},
\]

\[
h(t)=\frac{2}{\pi\sqrt{k_zC}\,\sqrt{\pi t}\,(W^2+8k_rt/C)} .
\]

The explicit sum over past pulses with this \(h\) agrees with the sum over harmonics to \(4\times10^{-5}\) at 1 ns. For \(h\propto t^{-1/2}\), smoothing with \(s=10\) ps changes \(h\) by the fraction \(\frac{s^2h''}{2h}=\frac{3s^2}{8t^2}\simeq4\times10^{-5}\), which accounts for the size of the difference.

**The layered stack.** With \(\omega_0/2\pi=10\) MHz and \(\omega_s/2\pi=80\) MHz:

| \(\tau\) (ns) | Re \(V\) (K) | Im \(V\) (K) | −Re/Im |
|---|---|---|---|
| 0.1 | 1.247 | −0.689 | 1.81 |
| 1 | 1.020 | −0.727 | 1.40 |
| 3 | 0.728 | −0.771 | 0.94 |

The ratio is independent of \(P_1\), but not of the phase reference. Referring the phase to the pump arrival multiplies \(V\) by \(e^{i\omega_0\tau}\). At 3 ns the angle is 0.188 rad, and \((0.7279-0.7705i)(0.9823+0.1874i)\simeq0.8594-0.6205i\). The ratio becomes 1.39 instead of 0.94, so model and instrument must share one convention.

## Where the formula stops applying

The result requires absorption and probing in a layer thin compared with the thermal penetration depth, lateral sample dimensions large compared with both \(W\) and the lateral heat spread, and equal conductivities in all in-plane directions. It also requires temperature swings, including the steady heating set aside in stage 1, small enough for constant properties. If Fourier's law fails on the scale of a layer or a spot, the fitted conductivities are parameters of this model and not properties of the material. The numerical output below gives the values used here.

## Calculated quantities

```
INPUTS (round model parameters)
transducer: d=100 nm, k_r=200, k_z=200 W/(m K), C=2.5 MJ/(m^3 K)
film: d=500 nm, k_r=10, k_z=2 W/(m K), C=1.5 MJ/(m^3 K)
substrate: d=inf nm, k_r=50, k_z=50 W/(m K), C=2.0 MJ/(m^3 K)
interface conductances, top down: [100.0, 200.0] MW/(m^2 K)
w0=4.0, w1=3.0, W=5.0 um; power amplitude=1.0 mW
IMPEDANCE at kappa=0.40 rad/um, 1 MHz, in 1e-9 m^2 K/W
  substrate top: 32.12 -17.63 i
  plus lower interface: 37.12 -17.63 i
  film top: 203.57 -95.40 i
  plus upper interface: 213.57 -95.40 i
  transducer surface: 115.92 -53.95 i
FREQUENCY RESPONSE
f=0.1 MHz: amplitude=3.6629 K, phase=-6.14 deg
  1D limit: amplitude=8.8129 K, phase=-20.83 deg, relative error=1.4609
  depth sqrt(k/(pi f C)): transducer r, film z, substrate = 15.958, 2.060, 8.921 um
  d(phase)/d(ln x), x = film k_r, film k_z, upper G: 0.145, 0.229, -0.103 deg
f=1.0 MHz: amplitude=2.8263 K, phase=-26.53 deg
  1D limit: amplitude=5.0049 K, phase=-42.99 deg, relative error=0.8598
  depth sqrt(k/(pi f C)): transducer r, film z, substrate = 5.046, 0.651, 2.821 um
  d(phase)/d(ln x), x = film k_r, film k_z, upper G: 0.803, 8.248, -0.395 deg
f=10.0 MHz: amplitude=0.8869 K, phase=-57.79 deg
  1D limit: amplitude=0.9970 K, phase=-67.90 deg, relative error=0.2245
  depth sqrt(k/(pi f C)): transducer r, film z, substrate = 1.596, 0.206, 0.892 um
  d(phase)/d(ln x), x = film k_r, film k_z, upper G: 0.299, 4.212, -0.999 deg
OFFSET 3.0 um at 1 MHz: amplitude=1.8121 K, phase=-31.25 deg
PULSED: modulation=10 MHz, repetition=80 MHz, rms correlation width=10 ps
  delay=0.1 ns: in-phase=1.2473 K, out-of-phase=-0.6893 K, -in/out=1.8096
  delay=1.0 ns: in-phase=1.0198 K, out-of-phase=-0.7266 K, -in/out=1.4035
  delay=3.0 ns: in-phase=0.7279 K, out-of-phase=-0.7705 K, -in/out=0.9447
CHECKS (relative differences)
finite volumes, coarse grid: 3.32e-03; fine grid: 8.25e-04
finite volumes, equal spots of same W: 6.17e-04
one-dimensional limit at 1 GHz: 3.75e-03
half-space (film material) steady response: 17.8412 K at 1.0 mW
pulse sum at delays 1 and 5 ns: 3.60e-05, 1.49e-06
```
